# Scalar Compton scattering in the rest-frame gauge, and the effect of spin: a program that tests the result

```python
# Compton scattering from a charge at rest, at tree level.
# Result under test: with polarizations orthogonal to the initial momentum p,
# scalar QED has only the seagull term, and the unpolarized cross section is
#   (r^2/2) (w'/w)^2 (1 + cos^2 theta).
# Klein-Nishina exceeds it by (r^2/2) (w'/w)^2 (w-w')^2/(w w').
# w, w' = photon energies before and after, r = alpha/m, theta = photon angle.
# Internally m = 1, x = w/m, and amplitudes are divided by e^2.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

rng = np.random.default_rng(7)
I2 = np.eye(2, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]], dtype=complex),
         np.array([[1, 0], [0, -1]], dtype=complex)]
gamma0 = np.block([[I2, Z2], [Z2, -I2]])
gammas = [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
I4 = np.eye(4, dtype=complex)


def dot(a, b):
    return a[0] * b[0] - np.sum(a[1:] * b[1:])


def sig(v):
    return sum(v[i] * pauli[i] for i in range(3))


def slash(a):
    return a[0] * gamma0 - sum(a[i + 1] * gammas[i] for i in range(3))


def four(t, v):
    return np.concatenate(([t], v))


def final_energy(w, c):
    """Scattered energy from energy conservation, by root search."""
    def excess(v):
        return v + np.sqrt(1 + w*w + v*v - 2*w*v*c) - 1 - w
    return brentq(excess, 0, 2 * w, xtol=1e-15, rtol=1e-14)


def kinematics(w, theta):
    n = np.array([0.0, 0.0, 1.0])
    n2 = np.array([np.sin(theta), 0.0, np.cos(theta)])
    v = final_energy(w, np.cos(theta))
    p = np.array([1.0, 0, 0, 0])
    k, k2 = four(w, w * n), four(v, v * n2)
    return p, k, p + k - k2, k2


def bases(theta):
    y = np.array([0.0, 1.0, 0.0])
    first = [np.array([1.0, 0.0, 0.0]), y]
    last = [np.array([np.cos(theta), 0.0, -np.sin(theta)]), y]
    return first, last


def scalar_terms(kin, e, f):
    """Seagull, s-pole, u-pole; f is the conjugated final polarization."""
    p, k, p2, k2 = kin
    sea = 2 * dot(e, f)
    spole = -dot(2*p + k, e) * dot(2*p2 + k2, f) / (2 * dot(p, k))
    upole = dot(2*p - k2, f) * dot(2*p2 - k, e) / (2 * dot(p, k2))
    return np.array([sea, spole, upole])


def spinors(p):
    cols = (slash(p) + I4)[:, :2]
    return cols / np.sqrt(p[0] + 1)


def dirac_matrix(kin, e, f):
    """2x2 matrix of Dirac amplitudes, up to an overall sign."""
    p, k, p2, k2 = kin
    core = slash(f) @ (slash(p + k) + I4) @ slash(e) / (2 * dot(p, k))
    core = core - slash(e) @ (slash(p - k2) + I4) @ slash(f) / (2 * dot(p, k2))
    return spinors(p2).conj().T @ gamma0 @ core @ spinors(p)


def squares(kin, e, f):
    """Scalar |M|^2 and Dirac |M|^2 (summed final, averaged initial spin)."""
    scalar = abs(np.sum(scalar_terms(kin, e, f)))**2
    dirac = 0.5 * np.sum(abs(dirac_matrix(kin, e, f))**2)
    return np.array([scalar, dirac])


def phase_factor(w, theta):
    """(dsigma/dOmega)/r^2 per unit |M/e^2|^2, from flux and phase space."""
    c, v = np.cos(theta), final_energy(w, np.cos(theta))

    def recoil(q):
        return np.sqrt(1 + w*w + q*q - 2*w*q*c)
    h = 1e-5 * v
    slope = (recoil(v+h) + v+h - recoil(v-h) - (v-h)) / (2*h)
    return 16 * np.pi**2 * v / (64 * np.pi**2 * w * recoil(v) * slope)


def unpolarized(w, theta):
    """Scalar and Dirac cross sections over r^2, from the amplitudes."""
    kin = kinematics(w, theta)
    first, last = bases(theta)
    total = sum(squares(kin, four(0, e), four(0, f))
                for e in first for f in last)
    return 0.5 * total * phase_factor(w, theta)


def integrated(w, order=80):
    nodes, weights = np.polynomial.legendre.leggauss(order)
    return 2 * np.pi * sum(g * unpolarized(w, np.arccos(c))
                           for c, g in zip(nodes, weights))


def scalar_total(x):
    U, A = 1 + 2*x, 1 + 1/x
    return np.pi * (2*(1+A*A)/U - 2*A*np.log(U)/x**2 + 2/x**2)


def spin_total(x):
    U = 1 + 2*x
    return np.pi / x * (np.log(U) + 2/U - 1/(2*U*U) - 1.5)


# Random energies, angles, linear polarizations and gauges
for _ in range(30):
    w, theta = rng.uniform(0.05, 5), rng.uniform(0.1, 3.0)
    c = np.cos(theta)
    kin = kinematics(w, theta)
    p, k, p2, k2 = kin
    v = k2[0]
    assert abs(1/v - 1/w - (1 - c)) < 1e-9
    assert abs(phase_factor(w, theta) / ((v/w)**2 / 4) - 1) < 1e-7
    first, last = bases(theta)
    s, t = rng.uniform(0, 2*np.pi, 2)
    e3 = np.cos(s)*first[0] + np.sin(s)*first[1]
    f3 = np.cos(t)*last[0] + np.sin(t)*last[1]
    e, f = four(0, e3), four(0, f3)
    terms = scalar_terms(kin, e, f)
    assert np.max(abs(terms[1:])) < 1e-12
    shift_e, shift_f = e + 0.7*k, f - 1.3*k2
    shifted = scalar_terms(kin, shift_e, shift_f)
    assert np.max(abs(shifted[1:])) > 1e-3
    assert abs(shifted.sum() - terms.sum()) < 1e-9
    # The projection back to the rest-frame gauge restores the seagull alone
    back_e = shift_e - dot(p, shift_e)/dot(p, k)*k
    back_f = shift_f - dot(p, shift_f)/dot(p, k2)*k2
    back = scalar_terms(kin, back_e, back_f)
    assert np.max(abs(back[1:])) < 1e-9
    assert abs(back[0] - shifted.sum()) < 1e-9
    sq = squares(kin, e, f)
    assert np.allclose(squares(kin, shift_e, shift_f), sq, atol=1e-8)
    S = e3 @ f3
    assert abs(sq[0] - 4*S*S) < 1e-10
    assert abs(sq[1] - sq[0] - (w-v)**2/(w*v)) < 1e-8
    # Two-component reduction of the Dirac amplitude and its traces
    n, n2, E2 = k[1:]/w, k2[1:]/v, p2[0]
    Q = sig(f3) @ sig(n) @ sig(e3) + sig(e3) @ sig(n2) @ sig(f3)
    X = sig(p2[1:]) @ Q
    reduced = np.sqrt(2*(E2+1))/2 * (2*S*I2 + X/(E2+1))
    assert np.allclose(reduced, dirac_matrix(kin, e, f), atol=1e-9)
    a, b = f3 @ n, e3 @ n2
    trace_x = np.trace(X).real / 2
    trace_q = np.trace(Q.conj().T @ Q).real / 2
    assert abs(trace_x - (w-v)*(a*b - (1+c)*S)) < 1e-9
    assert abs(trace_q - (2*(1-c) + 4*c*S*S - 4*a*b*S)) < 1e-9
    # Unpolarized scalar result and spin part
    got = unpolarized(w, theta)
    base = 0.5 * (v/w)**2
    assert abs(got[0] - base*(1 + c*c)) < 1e-7
    assert abs(got[1] - got[0] - base*(w-v)**2/(w*v)) < 1e-7


def circular_spin_parts(w, theta):
    """Dirac minus scalar |M/e^2|^2: helicity kept, helicity reversed."""
    first, last = bases(theta)
    e = four(0, (first[0] + 1j*first[1]) / np.sqrt(2))
    result = []
    for h in (1, -1):
        f = four(0, (last[0] + 1j*h*last[1]) / np.sqrt(2)).conj()
        sq = squares(kinematics(w, theta), e, f)
        result.append(sq[1] - sq[0])
    return result


for w, theta in [(0.4, 0.8), (2.0, 2.1)]:
    v = final_energy(w, np.cos(theta))
    kept, reversed_ = circular_spin_parts(w, theta)
    extra = (w-v)**2 / (w*v)
    assert abs(kept - extra*(1+np.cos(theta))) < 1e-9
    assert abs(reversed_ - extra*(1-np.cos(theta))) < 1e-9

# Integrated cross sections and limits
for x in (0.2, 1.0, 6.0):
    amp = integrated(x)
    assert abs(amp[0]/scalar_total(x) - 1) < 1e-6
    assert abs((amp[1]-amp[0])/spin_total(x) - 1) < 1e-6
assert abs(integrated(1e-4, 20)[0] / (8*np.pi/3) - 1) < 1e-3
big = 1e5
assert abs(big*scalar_total(big)/np.pi - 2) < 1e-3
assert abs(big*spin_total(big)/np.pi - np.log(2*big) + 1.5) < 1e-3

# Energies at which spin and scalar parts are equal


def backward_gap(x):
    d = unpolarized(x, np.pi)
    return d[1] - 2*d[0]


x_back = brentq(backward_gap, 0.5, 3)
assert abs(x_back - (1 + np.sqrt(3))/2) < 1e-6


def total_gap(x):
    return spin_total(x) - scalar_total(x)


x_total = brentq(total_gap, 1, 100)
amp = integrated(x_total)
assert abs(amp[1]/amp[0] - 2) < 1e-5
grid = np.geomspace(0.01, 1e4, 2000)
signs = np.sign([total_gap(x) for x in grid])
assert np.count_nonzero(np.diff(signs)) == 1

# Worked example
mc2 = const.m_e * const.c**2 / const.e / 1e3
r = const.alpha * const.hbar / (const.m_e * const.c)
mb = r**2 / 1e-31
energy = 500.0
x = energy / mc2
print(f"photon energy: {energy:.1f} keV")
print(f"rest energy of the charge: {mc2:.3f} keV")
print(f"x = photon energy / rest energy: {x:.5f} (dimensionless)")
print(f"classical radius r: {r*1e15:.5f} fm")
print(f"r^2: {mb:.4f} mb")
for deg in (0, 60, 90, 180):
    th = np.deg2rad(deg)
    v = final_energy(x, np.cos(th))
    d = unpolarized(x, th) * mb
    spin = d[1] - d[0]
    if deg == 0:
        assert abs(spin) < 1e-8
        spin = abs(spin)
    print(f"angle {deg} deg: scattered energy {v*mc2:.2f} keV, "
          f"ratio w'/w {v/x:.5f}")
    print(f"  scalar {d[0]:.4f}, spin part {spin:.4f}, "
          f"Klein-Nishina {d[1]:.4f} mb/sr")
    print(f"  spin part / Klein-Nishina: {100*spin/d[1]:.2f} percent")
tot = integrated(x) * mb
print(f"integrated scalar: {tot[0]:.3f} mb")
print(f"integrated spin part: {tot[1]-tot[0]:.3f} mb")
print(f"integrated Klein-Nishina: {tot[1]:.3f} mb")
print(f"integrated spin share: {100*(1-tot[0]/tot[1]):.2f} percent")
print(f"Thomson cross section 8 pi r^2/3: {8*np.pi/3*mb:.3f} mb")

th = np.deg2rad(60)
kin = kinematics(x, th)
first, last = bases(th)
e, f = four(0, first[0]), four(0, last[0])
print("scalar diagrams at 60 deg, both polarizations in the plane, M/e^2:")
for label, ee, ff in [("rest-frame gauge", e, f),
                      ("shifted by k/m and k'/m", e + kin[1], f + kin[3])]:
    q = scalar_terms(kin, ee, ff) + 0.0
    q[abs(q) < 1e-13] = 0.0
    print(f"  {label}: seagull {q[0]:.5f}, s-pole {q[1]:.5f}, "
          f"u-pole {q[2]:.5f}, sum {q.sum():.5f}")
kept, reversed_ = circular_spin_parts(x, th)
linear = squares(kin, e, f)
print("spin part of |M/e^2|^2 at 60 deg (dimensionless):")
print(f"  linear {linear[1]-linear[0]:.5f}, circular kept {kept:.5f}, "
      f"circular reversed {reversed_:.5f}")
print(f"equal parts at 180 deg: x {x_back:.5f}, energy {x_back*mc2:.2f} keV")
print(f"equal integrated parts: x {x_total:.4f}, "
      f"energy {x_total*mc2:.1f} keV")
print("all good")
```

It prints:

```
photon energy: 500.0 keV
rest energy of the charge: 510.999 keV
x = photon energy / rest energy: 0.97848 (dimensionless)
classical radius r: 2.81794 fm
r^2: 79.4079 mb
angle 0 deg: scattered energy 500.00 keV, ratio w'/w 1.00000
  scalar 79.4079, spin part 0.0000, Klein-Nishina 79.4079 mb/sr
  spin part / Klein-Nishina: 0.00 percent
angle 60 deg: scattered energy 335.74 keV, ratio w'/w 0.67148
  scalar 22.3777, spin part 2.8773, Klein-Nishina 25.2550 mb/sr
  spin part / Klein-Nishina: 11.39 percent
angle 90 deg: scattered energy 252.72 keV, ratio w'/w 0.50544
  scalar 10.1431, spin part 4.9084, Klein-Nishina 15.0516 mb/sr
  spin part / Klein-Nishina: 32.61 percent
angle 180 deg: scattered energy 169.09 keV, ratio w'/w 0.33819
  scalar 9.0819, spin part 5.8811, Klein-Nishina 14.9630 mb/sr
  spin part / Klein-Nishina: 39.30 percent
integrated scalar: 237.322 mb
integrated spin part: 51.844 mb
integrated Klein-Nishina: 289.166 mb
integrated spin share: 17.93 percent
Thomson cross section 8 pi r^2/3: 665.246 mb
scalar diagrams at 60 deg, both polarizations in the plane, M/e^2:
  rest-frame gauge: seagull -1.00000, s-pole 0.00000, u-pole 0.00000, sum -1.00000
  shifted by k/m and k'/m: seagull 0.19965, s-pole -3.65172, u-pole 2.45207, sum -1.00000
spin part of |M/e^2|^2 at 60 deg (dimensionless):
  linear 0.16072, circular kept 0.24108, circular reversed 0.08036
equal parts at 180 deg: x 1.36603, energy 698.04 keV
equal integrated parts: x 9.9440, energy 5081.4 keV
all good
```
